# Valley interference in the exchange of donor pairs in silicon

The exchange splitting of two donors in silicon depends on their separation \(\mathbf R\) through a smooth decay and through the phases of the six conduction-band valleys. In the Heitler-London model, with \(c_j=\cos(k_0R_j)\) for the cubic axes \(j=x,y,z\),

\[
J\equiv E_{\rm triplet}-E_{\rm singlet}=\frac{1}{9(1-S^4)}\sum_{j,l}c_jc_l\,J_{jl}(\mathbf R),\qquad S=\frac13\sum_j c_jS_j .
\]

The overlaps \(S_j\) and pair terms \(J_{jl}\) vary smoothly with \(\mathbf R\); the cosines do not. Positive \(J\) means a singlet ground state. For a general direction of \(\mathbf R\), the valley phases form one common factor multiplying one smooth envelope only if all valleys have the same envelope. Silicon's do not. In the model used here, moving one donor by one site along 110, 3.84 Å, can change \(J\) from nearly zero to about \(10^{-3}\) eV. Along 100, the same phases leave only a slow, damped modulation on the lattice sites.

## The donor orbital and its phases

The algebra uses atomic units, with the Coulomb interaction divided by the dielectric constant \(\varepsilon\). The valley minima lie at \(\mathbf k_\mu=\pm k_0\hat{\mathbf e}_j\). For a donor at \(\mathbf A\), the ground orbital is taken as the equal, in-phase sum

\[
\psi_A(\mathbf r)=\frac1{\sqrt6}\sum_\mu F_\mu(\mathbf r-\mathbf A)\,u_\mu(\mathbf r)\,e^{i\mathbf k_\mu\cdot(\mathbf r-\mathbf A)} .
\]

Here \(u_\mu\) has the lattice period and \(|u_\mu|^2\) averages to one over a cell. The donor core couples the valleys and fixes their relative phases at its own site. The second donor, at \(\mathbf B=\mathbf A+\mathbf R\), has the same orbital translated by a lattice vector. Strain and electric field are absent.

The envelope is

\[
F_j=\frac{e^{-\rho}}{\sqrt{\pi a^2b}},\qquad
\rho^2=\frac{r_\perp^2}{a^2}+\frac{r_\parallel^2}{b^2},
\]

where \(r_\parallel\) runs along the valley axis. The heavy longitudinal mass makes \(b<a\), so each envelope is flattened along its own axis.

In coordinates scaled by \(a\) and \(b\), the mean squared gradient of \(e^{-\rho}\) is 1, or 1/3 per axis, and the mean of \(1/\rho\) is 1. Averaging \(1/r\) over direction then gives the one-donor energy

\[
E_0=\frac12\left(\frac{2}{3m_ta^2}+\frac{1}{3m_lb^2}\right)
-\frac1\varepsilon\,\frac{\arcsin\sqrt{1-b^2/a^2}}{\sqrt{a^2-b^2}} .
\]

The rough silicon parameters used here are \(m_t=0.19\), \(m_l=0.92\), \(\varepsilon=11.7\), cubic constant \(a_{\rm Si}=5.43\) Å and \(k_0=0.85(2\pi/a_{\rm Si})\). Numerical minimization gives \(a=24.4\) Å, \(b=14.0\) Å and \(E_0=-0.0296\) eV.

## Where the cosines come from

Exchange depends on the transition density \(\psi_A^*\psi_B\). Terms joining different valleys oscillate within a cell and nearly average out, because the envelopes change little over that distance. In a term with the same valley on both donors, the dependence on \(\mathbf r\) cancels from the phase:

\[
e^{-i\mathbf k_\mu\cdot(\mathbf r-\mathbf A)}e^{i\mathbf k_\mu\cdot(\mathbf r-\mathbf B)}=e^{-i\mathbf k_\mu\cdot\mathbf R}.
\]

Opposite valleys share an envelope, and their phases add to \(2c_j\). The smooth transition density is therefore

\[
P(\mathbf r)=\frac13\sum_jc_jF_j(\mathbf r-\mathbf A)F_j(\mathbf r-\mathbf B).
\]

The ordinary density \(n_A=\frac13\sum_jF_j^2(\mathbf r-\mathbf A)\) has no such phases, since both factors belong to one donor.

The overlap is \(S=\int P\,d^3r=\frac13\sum_jc_jS_j\). To find \(S_j\), scale the coordinates of valley \(j\) so that its envelope is spherical. The donors are then separated by \(\rho_j\), the value of \(\rho\) at \(\mathbf R\). Let \(\xi\) and \(\eta\) be the sum and difference of the scaled distances to the donors, divided by \(\rho_j\). The volume element is \((\rho_j^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi\), so

\[
S_j=\frac{\rho_j^3}{4}\int_1^\infty d\xi\,e^{-\rho_j\xi}
\int_{-1}^{1}d\eta\,(\xi^2-\eta^2)
=\left(1+\rho_j+\frac{\rho_j^2}{3}\right)e^{-\rho_j}.
\]

## From orbitals to exchange

The Heitler-London states are \(\psi_A(1)\psi_B(2)\pm\psi_B(1)\psi_A(2)\), with plus for the singlet. Let \(D\) be the diagonal element of the Hamiltonian in the product \(\psi_A(1)\psi_B(2)\), and \(X\) its element with the exchanged product. The energies are \(E_\pm=(D\pm X)/(1\pm S^2)\), so

\[
J=E_--E_+=\frac{(D-X)(1+S^2)-(D+X)(1-S^2)}{1-S^4}
=\frac{2(S^2D-X)}{1-S^4}.
\]

Treat each orbital as an eigenstate of its own donor, with energy \(E_0\). What remains of the Hamiltonian is the repulsion between the electrons, the repulsion between the donor cores, and the attraction of each electron to the other donor:

\[
D=2E_0+\frac{C-2K+1/R}{\varepsilon},\qquad
X=2E_0S^2+\frac{I-2SL+S^2/R}{\varepsilon}.
\]

Here \(C\) is the repulsion between \(n_A\) and \(n_B\), and \(K=\int n_A/|\mathbf r-\mathbf B|\,d^3r\). Similarly, \(L=\int P/|\mathbf r-\mathbf B|\,d^3r\), and

\[
I=\iint\frac{P(\mathbf r)P(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

The terms in \(E_0\) and \(1/R\) cancel in \(S^2D-X\), leaving

\[
J=\frac{2[S^2(C-2K)+2SL-I]}{\varepsilon(1-S^4)} .
\]

Since \(P\) is a sum over axes, \(L=\frac13\sum_jc_jL_j\) and \(I=\frac19\sum_{jl}c_jc_lI_{jl}\). Each term in the bracket is therefore a double sum over \(c_jc_l\). Collecting terms gives the opening formula with

\[
J_{jl}=\frac2\varepsilon\left[S_jS_l(C-2K)+S_jL_l+S_lL_j-I_{jl}\right].
\]

The mixed product \(2SL\) has been written symmetrically in \(j\) and \(l\). For the numbers below, each envelope was expanded in twelve Gaussians, which reduces every Coulomb integral to a one-dimensional quadrature.

## Spherical valleys

If \(a=b\), all \(J_{jl}\) are equal and the numerator factorizes. Apart from the small change in \(1-S^4\),

\[
\frac{J}{J_{\rm env}}\simeq\left(\frac{c_x+c_y+c_z}{3}\right)^2,
\]

where \(J_{\rm env}\) is the same expression with every cosine set to one. At separation \(d\) the factor is \([(2+\cos k_0d)/3]^2\) along 100, which ranges from 1/9 to 1. Along 110 it is \([(1+2\cos(k_0d/\sqrt2))/3]^2\), which ranges from 0 to 1. These are the single multiplying factors of the spherical model.

## Anisotropy and lattice sites

Along 100, \(c_y=c_z=1\) and only the \(x\) valleys carry a changing phase. Their scaled separation is \(d/b\), against \(d/a\) for the other four valleys. Their overlap decays faster, so the modulation weakens with distance.

Along 110, \(c_x=c_y=c\) and \(c_z=1\). By symmetry,

\[
J=\frac{2c^2(J_{xx}+J_{xy})+4cJ_{xz}+J_{zz}}{9(1-S^4)},\qquad
S=\frac{2cS_x+S_z}{3}.
\]

When \(c\) is negative, the four \(x\) and \(y\) valleys oppose the two \(z\) valleys. The overlap can pass through zero only while \(2S_x\ge S_z\). At larger separations the \(z\) valleys increasingly dominate, because their scaled separation \(d/a\) is the smallest.

The lattice also selects which points of these curves a donor can occupy. Along 100 the continuous period is \(2\pi/k_0=6.39\) Å, but the step is 5.43 Å. At site \(n\),

\[
c_x=\cos(2\pi\,0.85\,n)=\cos(2\pi\,0.15\,n),
\]

so the site values follow a slow cosine of period \(5.43/0.15=36.2\) Å. Along 110 the step is \(a_{\rm Si}/\sqrt2=3.84\) Å and \(c=\cos(0.85\pi n)\). Its period is \(2/0.85=2.35\) steps, or 9.03 Å, and neighbouring sites often have cosines of opposite sign.

| Direction, \(n\) | \(R\) (Å) | \(J\) (\(10^{-4}\) eV) | \(J/J_{\rm env}\) | Spherical factor |
|---|---:|---:|---:|---:|
| 100, 10 | 54.3 | 38.1 | 0.51 | 0.11 |
| 100, 12 | 65.2 | 35.4 | 0.85 | 0.59 |
| 100, 17 | 92.3 | 6.5 | 0.79 | 0.12 |
| 100, 20 | 108.6 | 2.9 | 1.00 | 1.00 |
| 110, 19 | 73.0 | 16.5 | 0.90 | 0.86 |
| 110, 20 | 76.8 | −0.004 | 0.00 | 0.11 |
| 110, 21 | 80.6 | 9.8 | 0.91 | 0.86 |
| 110, 22 | 84.5 | 0.9 | 0.11 | 0.00 |

Along 100, \(J\) itself falls at every step from \(n=10\) to 20. The phases appear as a plateau: from \(n=10\) to 12 the rise of \(J/J_{\rm env}\) nearly offsets the decay of \(J_{\rm env}\). Along 110, \(J\) goes up and down while \(J_{\rm env}\) falls steadily.

## Two neighbouring sites

At \(n=20\) along 110, \(c=-1\), \(S_x=0.1378\) and \(S_z=0.3191\). The overlap nearly cancels: \(S=(0.3191-0.2756)/3=0.0145\). The pair terms, in \(10^{-4}\) eV, are \(J_{xx}=5.86\), \(J_{xy}=5.99\), \(J_{xz}=15.81\) and \(J_{zz}=39.52\). The numerator is

\[
2(5.86+5.99)-4(15.81)+39.52=-0.02,
\]

which is zero to the accuracy of these rounded entries. The unrounded result is \(J=-4\times10^{-7}\) eV.

At \(n=21\), \(c=0.891\) and the same terms are 4.21, 4.31, 12.05 and 31.89. Now all contributions add:

\[
2(0.891)^2(4.21+4.31)+4(0.891)(12.05)+31.89=88.4 .
\]

Dividing by 9 gives \(9.8\times10^{-4}\) eV; the overlap \(S=0.167\) makes \(1-S^4\) differ from one by less than 0.1%. Thus \(J/k_B\) is about 11 K at \(R=8.06\) nm.

The formula can give a negative sign when the overlap is small. At \(S=0\) it reduces to \(J=-2I/\varepsilon\), and \(I\), the electrostatic self-energy of \(P\), cannot be negative. The sign found at \(n=20\) is not a prediction for a real pair, because omitted terms are larger than this residue.

## Size of the omitted effects

**Trial orbital.** The envelope is not an exact eigenstate. With \(h_A\) the one-donor Hamiltonian and \(\delta=\langle\psi_B|h_A-E_0|\psi_A\rangle\), \(X\) gains \(2S\delta\) and \(J\) changes by \(-4S\delta/(1-S^4)\). This is \(+9.9\times10^{-6}\) eV at \(n=20\) and \(-1.5\times10^{-5}\) eV at \(n=21\).

**Donor core.** Phosphorus binds its electron by roughly 0.046 eV, which is 0.016 eV more than the model. Treat this excess \(U\) as a contact attraction at the core. Its cross element is \(-U\psi_A(\mathbf B)/\psi_B(\mathbf B)\), and the ratio of orbitals is \(\frac13\sum_jc_je^{-\rho_j}\). Adding this attraction to \(L/\varepsilon\) changes \(J\) by

\[
\Delta J=\frac{4SU}{1-S^4}\,\frac13\sum_jc_je^{-\rho_j}.
\]

The result is \(6.4\times10^{-6}\) eV at \(n=20\) and \(1.9\times10^{-4}\) eV at \(n=21\), the latter about 20% of \(J\). This estimate assumes that the orbital is already an eigenstate of its own donor, core included. The envelope used here is not, so the numbers indicate a scale and should not be added to \(J\) as a correction.

**Fast density.** An intervalley component of the transition density with wavevector \(\mathbf Q\) and amplitude \(G_{\mathbf Q}\) adds about \((4\pi/Q^2)\int|G_{\mathbf Q}|^2d^3r\) to \(I\). With plane-wave Bloch factors and unchanged \(\varepsilon\), this repulsion lowers \(J\) by \(6\times10^{-7}\) eV at \(n=20\) and \(1.0\times10^{-6}\) eV at \(n=21\). The same component also adds to \(L\), by about \(4\pi/Q^2\) times its value at \(\mathbf B\). If each orbital is still treated as an eigenstate of its own donor, this attraction raises \(J\) by \(5\times10^{-7}\) and \(1.6\times10^{-5}\) eV. The two parts nearly cancel at \(n=20\), while at \(n=21\) the net effect is a rise of about 1.5% of \(J\).

**Electron correlation.** Heitler-London theory omits states with both electrons on one donor. For two hydrogen atoms 4 bohr apart, it gives 0.0201 hartree. A two-electron configuration-interaction calculation in the aug-cc-pVTZ basis gives 0.0228 hartree (0.0229 in the larger aug-cc-pVQZ basis), so the Heitler-London value is about 12% lower. This indicates the error for a spherical pair at that separation, not at a site where valley interference removes the leading terms.

## Comparison with real phosphorus pairs

The masses, dielectric constant and valley position are typical of silicon, but the model binding energy is too small. Outside the core, a bound orbital decays over a length proportional to \(|E|^{-1/2}\), which suggests shrinking both envelope lengths by \(\sqrt{0.0296/0.046}=0.80\). With everything else fixed, \(J\) at \(n=21\) drops from \(9.8\times10^{-4}\) to \(3.0\times10^{-4}\) eV, while \(n=20\) gives \(2.5\times10^{-5}\) eV. With this rescaling, the exchange at \(n=21\) falls by a factor of three. The near-zero at \(n=20\) is partly filled in, but the two sites still differ by a factor of about twelve. Both factors are rough: at this energy a Coulomb tail also carries a factor that falls slowly with distance, which the rescaling omits and which would lower \(J\) further. Before rescaling, \(J\) at \(n=21\) is 8% of a rough valley-orbit splitting of 0.012 eV, which is consistent with using only the lowest valley combination at that site. At the shortest separation in the table, \(n=10\) along 100, \(J\) is about a third of that splitting, so the assumption is much less safe there. Real devices also have strain, electric fields and placement errors; ion implantation scatters donors by nanometres, many times the 110 site spacing.

The valley position matters as well. Changing 0.85 to 0.84, with the original envelopes, shifts the phase at \(n=20\) by \(0.20\pi\). The two exchanges become \(4.3\times10^{-5}\) and \(6.2\times10^{-4}\) eV. Their contrast survives, but the values are not reliable site by site.

## Consequences for design

Where donor placement is uncertain by one site in an unknown direction, \(J\) should be measured for each pair, and the control scheme should allow for a spread of roughly a factor of ten or more. A smooth decay law fitted to a few pairs cannot supply the missing phases.

Aligning donors along 100 reduces sensitivity to errors along that axis, but not to every error. A sideways component \(a_{\rm Si}/2\) along \(y\) alone, as in a displacement by \((a_{\rm Si}/2)(1,1,0)\), makes \(c_y=\cos(0.85\pi)=-0.891\) while \(c_z=1\). The two dominant overlaps then nearly cancel. A displacement by \((a_{\rm Si}/2)(0,1,1)\) changes both signs together and avoids that cancellation.

Strain offers another route. If it leaves only the \(\pm z\) valleys occupied, equally and in phase, the orbital prefactor becomes \(1/\sqrt2\) and \(P=c_zF_z(\mathbf r-\mathbf A)F_z(\mathbf r-\mathbf B)\). The numerator of \(J\) is then proportional to \(\cos^2(k_0R_z)\). For donors in one \(xy\) plane, \(R_z=0\) and the valley oscillation disappears in this model. The strain splitting must greatly exceed the valley-orbit coupling, and errors in donor depth still change the phase.
